# The $\alpha(Z\alpha)^5$ term in the Uehling shift of $nS$ levels: a numerical check

```python
# Uehling shift of the Schroedinger nS level, hbar = c = 1, loop electron mass m = 1.
# Result under test (point nucleus, first order, kappa = Z alpha mu / m):
#   dE = (alpha/pi) (Z alpha)^4 mu^3 / n^3 * F_n,
#   F_n = -4/15 + (5 pi/48) kappa - (2/35)(5 + 1/n^2) kappa^2 + ...
# Symbols: za = Z alpha, mu = mass in the Schroedinger equation,
#   V(r) = -(za/r)(2 alpha/3 pi) U(r), U = int_1^inf w(t) exp(-2 r t) dt,
#   w = (1 + 1/(2 t^2)) sqrt(t^2-1)/t^2,  J_p = int w t^-p dt,
#   V(q) = -(4 pi za/q^2)(alpha/pi) P(q), P = 2 int_0^1 u ln(1+u q^2) dx, u = x(1-x),
#   |psi|^2 = |psi(0)|^2 sum c_k (za mu r)^k,  F_n = sum a_k kappa^k.
import numpy as np
import sympy as sp
import mpmath as mp
from fractions import Fraction
from math import factorial, pi, sqrt, log
from scipy import constants as sc
from scipy.special import eval_genlaguerre, beta, gamma as Gamma
from scipy.integrate import quad
from sympy.physics.hydrogen import R_nl

A0, A1 = -4 / 15, 5 * pi / 48
def A2(n): return -(2 / 35) * (5 + 1 / n**2)

# trapezoid grids in s (t = cosh s), ln r and ln q; Gauss-Legendre in x
hs = 0.08
s = np.arange(1, 401) * hs
t = np.cosh(s)
wt = hs * (1 + 0.5 / t**2) * np.tanh(s)**2
hr = 0.05
r = np.exp(np.arange(-25.0, log(40.0), hr))
dr = hr * r
U = np.exp(-2 * np.outer(r, t)) @ wt
xg, wg = np.polynomial.legendre.leggauss(300)
u, wx = (1 - xg**2) / 4, wg / 2
def P_feynman(q): return 2 * np.log1p(np.outer(q**2, u)) @ (u * wx)

# spectral form of the polarization function against the Feynman-parameter form
for q in (0.1, 1.0, 5.0, 30.0):
    spectral = (2 / 3) * q * q * np.sum(wt / (q * q + 4 * t**2))
    assert abs(spectral / P_feynman(np.array([q]))[0] - 1) < 1e-10

# moments J_p: symbolic (x = sin theta), quadrature in t, Beta function
th = sp.symbols('th')
claimed = {2: sp.Rational(2, 5), 3: 5 * sp.pi / 64, 4: sp.Rational(6, 35)}
def J_beta(p): return 0.5 * beta(p / 2, 1.5) + 0.25 * beta(p / 2 + 1, 1.5)
Jnum = {}
for p, val in claimed.items():
    sym = sp.integrate(sp.expand(sp.sin(th)**(p - 1) * (1 + sp.sin(th)**2 / 2)
                                 * sp.cos(th)**2), (th, 0, sp.pi / 2))
    assert abs(sp.N(sym - val, 30)) < 1e-25
    Jnum[p] = float(np.sum(wt / t**p))
    assert abs(Jnum[p] - float(val)) < 1e-12 and abs(J_beta(p) - Jnum[p]) < 1e-12

# density coefficients: recurrence from the radial equation against library functions
def c_coeffs(n, K):
    b = [Fraction(1), Fraction(-1)]
    for k in range(2, K + 1):
        b.append((-2 * b[k - 1] + b[k - 2] / n**2) / (k * (k + 1)))
    return [sum(b[j] * b[k - j] for j in range(k + 1)) for k in range(K + 1)]
rs = sp.symbols('rs', positive=True)
for n in range(1, 6):
    R2 = R_nl(n, 0, rs, 1)**2
    d = [sp.simplify(sp.diff(R2, rs, k).subs(rs, 0) / factorial(k)) for k in range(4)]
    assert sp.simplify(d[0] - sp.Rational(4, n**3)) == 0
    assert sp.simplify(d[1] / d[0] + 2) == 0
    assert sp.simplify(d[2] / d[0] - (5 + sp.Rational(1, n**2)) / 3) == 0
    assert abs(float(d[3] / d[0]) - float(c_coeffs(n, 3)[3])) < 1e-13

# expectation value from the definition
def R_schr(n, k, rr):
    x = 2 * k * rr / n
    return sqrt((2 * k / n)**3 / (2 * n * n)) * np.exp(-x / 2) * eval_genlaguerre(n - 1, 1, x)
for n in range(1, 5):
    assert abs(quad(lambda y: (y * R_schr(n, 1.0, y))**2, 0, 200, limit=300)[0] - 1) < 1e-9
def shift(za, radial_density):   # in units (alpha/pi) m; the density includes r^2
    return -za * (2 / 3) * float(np.sum(dr * radial_density / r * U))
def shift_schr(n, za, mu=1.0): return shift(za, (r * R_schr(n, za * mu, r))**2)
def F_schr(n, za): return shift_schr(n, za) * n**3 / za**4

nodes = 0.105 + 0.095 * np.cos(pi * (np.arange(11) + 0.5) / 11)
fitted = {}
for n in range(1, 5):
    ch = np.polynomial.Chebyshev.fit(nodes, [F_schr(n, z) for z in nodes], 10)
    fitted[n] = (ch(0.0), ch.deriv()(0.0), ch.deriv(2)(0.0) / 2)
    assert abs(fitted[n][0] - A0) < 1e-9
    assert abs(fitted[n][1] - A1) < 1e-7
    assert abs(fitted[n][2] - A2(n)) < 1e-5

# scaling with mu
for n in (1, 3):
    for mu in (0.5, 2.0):
        z = 0.01
        kap = z * mu
        F = shift_schr(n, z, mu) * n**3 / (z**4 * mu**3)
        assert abs(F - A0 - A1 * kap - A2(n) * kap**2) < 0.5 * kap**3

# potential-weighted mean radius
rbar = float(np.sum(dr * r * r * U) / np.sum(dr * r * U))
assert abs(rbar - 25 * pi / 128) < 1e-11 and abs(A1 / A0 + 2 * rbar) < 1e-11

# momentum space: full 1S value, form-factor tail, tail integral
hq = 0.1
qq = np.exp(np.arange(-35.0, 35.0, hq))
for z in (0.05, 0.5):
    mom = -z * (2 / pi) * np.sum(hq * qq * P_feynman(qq) * 16 * z**4 / (qq**2 + 4 * z * z)**2)
    assert abs(mom / shift_schr(1, z) - 1) < 1e-8
mp.mp.dps = 60
def form_factor(n, q):
    poly = sp.Poly(sp.expand(sp.simplify(R_nl(n, 0, rs, 1) * sp.exp(rs / n))**2 * rs), rs)
    return sum(mp.mpf(str(sp.N(c, 60))) * mp.im(mp.factorial(j) / mp.mpc(mp.mpf(2) / n, -q)**(j + 1))
               for (j,), c in poly.terms()) / q
for n in (1, 2, 3):
    assert abs(form_factor(n, mp.mpf('1e-8')) - 1) < 1e-12
    assert abs(form_factor(n, mp.mpf('1e6')) * mp.mpf('1e24') * n**3 / 16 - 1) < 1e-9
y = np.outer(qq**2, u)
ys, yl = np.minimum(y, 1e-3), np.maximum(y, 1e-3)
g = np.where(y < 1e-3, 0.5 - ys / 3 + ys**2 / 4 - ys**3 / 5 + ys**4 / 6, (yl - np.log1p(yl)) / yl**2)
a1_tail = (32 / pi) * float(np.sum(hq * qq * (2 * g @ (u**3 * wx))))
assert abs(a1_tail - A1) < 1e-9

# radius of convergence kappa = n
def terms(n, kap, K=150):
    return np.array([-(8 / 3) * float(c * factorial(k + 1) / 2**(k + 2)) * J_beta(k + 2) * kap**k
                     for k, c in enumerate(c_coeffs(n, K))])
alpha = sc.fine_structure
m_mu = sc.physical_constants['muon mass'][0]
kap_mu = alpha * (m_mu * sc.m_p / (m_mu + sc.m_p)) / sc.m_e
assert abs(terms(1, 0.5).sum() - F_schr(1, 0.5)) < 1e-11
assert abs(terms(2, kap_mu).sum() - F_schr(2, kap_mu)) < 1e-10
assert abs(terms(1, kap_mu)[-1]) > 1e10 and abs(terms(2, 2.4)[-1]) > 1e6

# Dirac 1S and 2S: G = sqrt(1+e) x^g exp(-x/2) A, F = -sqrt(1-e) x^g exp(-x/2) B
def dirac_parts(n, za):
    gam = sqrt(1 - za * za)
    N = sqrt((n - 1)**2 + 2 * (n - 1) * gam + 1)
    c = (N + 1) / (2 * gam + 1)
    A, B = ([1.0, 0.0], [1.0, 0.0]) if n == 1 else ([N, -c], [N + 2, -c])
    return gam, N, (n - 1 + gam) / N, A, B
for n in (1, 2):
    z = 0.6
    gam, N, eps, A, B = dirac_parts(n, z)
    def comp(co, pre): return lambda y: pre * (2*z*y/N)**gam * mp.exp(-z*y/N) * (co[0] + co[1]*2*z*y/N)
    G, Fs = comp(A, sqrt(1 + eps)), comp(B, -sqrt(1 - eps))
    for y0 in (mp.mpf('0.3'), mp.mpf('2.7')):
        assert abs(mp.diff(G, y0) - G(y0) / y0 - (eps + 1 + z / y0) * Fs(y0)) < 1e-12
        assert abs(mp.diff(Fs, y0) + Fs(y0) / y0 + (eps - 1 + z / y0) * G(y0)) < 1e-12
def F_dirac(n, za):
    gam, N, eps, A, B = dirac_parts(n, za)
    co = (1 + eps) * np.convolve(A, A) + (1 - eps) * np.convolve(B, B)
    norm = sum(c * Gamma(2 * gam + j + 1) for j, c in enumerate(co)) * N / (2 * za)
    x = 2 * za * r / N
    dens = x**(2 * gam) * np.exp(-x) * (co[0] + co[1] * x + co[2] * x * x) / norm
    return shift(za, dens) * n**3 / za**4
logc = {}
for n in (1, 2):
    D = {z: F_dirac(n, z) - F_schr(n, z) for z in (1e-3, 1e-4)}
    assert abs(D[1e-4] / 1e-4) < 1e-3
    logc[n] = (D[1e-4] / 1e-8 - D[1e-3] / 1e-6) / (2 * log(10.0))
    assert abs(logc[n] + 2 / 15) < 3e-3   # neglected terms are of order za ln(za)

for p in (2, 3, 4):
    print(f"J_{p} (quadrature) = {Jnum[p]:.10f}")
print(f"-4/15 = {A0:.10f}, 5 pi/48 = {A1:.10f}")
for n in range(1, 5):
    f = fitted[n]
    print(f"n={n} extracted a0,a1,a2 = {f[0]:.8f}, {f[1]:.7f}, {f[2]:.5f}; formula a2 = {A2(n):.5f}")
print(f"a1 from momentum tail integral = {a1_tail:.10f}")
print(f"mean radius rbar = {rbar:.6f} /m; a1/a0 = {A1 / A0:.6f}")
print(f"Dirac log coefficient 1S, 2S = {logc[1]:.4f}, {logc[2]:.4f}; -2/15 = {-2 / 15:.4f}")
print(f"muonic H kappa = {kap_mu:.4f}")
print(f"muonic H F_1 exact = {F_schr(1, kap_mu):.5f}, two terms = {A0 + A1 * kap_mu:.5f}")
print(f"muonic H F_2 exact = {F_schr(2, kap_mu):.6f}, 151-term series = {terms(2, kap_mu).sum():.6f}")

# worked example: O7+, point nucleus of infinite mass
Z = 8
za = Z * alpha
mc2 = sc.m_e * sc.c**2 / sc.e
GHz_per_meV = 1e-3 * sc.e / sc.h / 1e9
print(f"O7+: Z = {Z}, 1/alpha = {1 / alpha:.6f}, m c^2 = {mc2:.2f} eV")
print(f"Z alpha = {za:.7f}, alpha/pi = {alpha / pi:.6e}, (Z alpha)^4 = {za**4:.6e}")
print(f"1 meV = {GHz_per_meV:.4f} GHz")
print(f"ratio second/first term = {A1 * za / A0:.5f}")
for n in (1, 2):
    unit = alpha / pi * za**4 * mc2 * 1e3 / n**3
    t0, t1, t2 = A0, A1 * za, A2(n) * za**2
    Fs_, Fd = F_schr(n, za), F_dirac(n, za)
    assert abs(Fs_ - t0 - t1 - t2) < abs(Fs_ - t0 - t1) < abs(Fs_ - t0)
    print(f"{n}S prefactor = {unit:.5f} meV")
    print(f"{n}S F terms = {t0:.6f}, {t1:.6f}, {t2:.6f}")
    print(f"{n}S F exact Schroedinger = {Fs_:.6f}, Dirac = {Fd:.6f}")
    print(f"{n}S contact term = {unit * t0:.5f} meV")
    print(f"{n}S 5pi/48 term = {unit * t1:.5f} meV = {unit * t1 * GHz_per_meV:.3f} GHz")
    print(f"{n}S third term = {unit * t2:.5f} meV")
    print(f"{n}S sum of two = {unit * (t0 + t1):.5f} meV, of three = {unit * (t0 + t1 + t2):.5f} meV")
    print(f"{n}S exact Schroedinger = {unit * Fs_:.5f} meV = {unit * Fs_ * GHz_per_meV:.2f} GHz")
    print(f"{n}S error contact only = {100 * (t0 / Fs_ - 1):.2f} %, two terms = {100 * ((t0 + t1) / Fs_ - 1):.2f} %")
    print(f"{n}S Dirac = {unit * Fd:.5f} meV, Dirac - Schroedinger = {unit * (Fd - Fs_):.5f} meV")
print("PASS")
```

It prints:

```
J_2 (quadrature) = 0.4000000000
J_3 (quadrature) = 0.2454369261
J_4 (quadrature) = 0.1714285714
-4/15 = -0.2666666667, 5 pi/48 = 0.3272492347
n=1 extracted a0,a1,a2 = -0.26666667, 0.3272492, -0.34286; formula a2 = -0.34286
n=2 extracted a0,a1,a2 = -0.26666667, 0.3272492, -0.30000; formula a2 = -0.30000
n=3 extracted a0,a1,a2 = -0.26666667, 0.3272492, -0.29206; formula a2 = -0.29206
n=4 extracted a0,a1,a2 = -0.26666667, 0.3272492, -0.28929; formula a2 = -0.28929
a1 from momentum tail integral = 0.3272492347
mean radius rbar = 0.613592 /m; a1/a0 = -1.227185
Dirac log coefficient 1S, 2S = -0.1338, -0.1339; -2/15 = -0.1333
muonic H kappa = 1.3561
muonic H F_1 exact = -0.08790, two terms = 0.17713
muonic H F_2 exact = -0.081315, 151-term series = -0.081315
O7+: Z = 8, 1/alpha = 137.035999, m c^2 = 510998.95 eV
Z alpha = 0.0583788, alpha/pi = 2.322819e-03, (Z alpha)^4 = 1.161505e-05
1 meV = 241.7989 GHz
ratio second/first term = -0.07164
1S prefactor = 13.78659 meV
1S F terms = -0.266667, 0.019104, -0.001168
1S F exact Schroedinger = -0.248666, Dirac = -0.252064
1S contact term = -3.67642 meV
1S 5pi/48 term = 0.26338 meV = 63.686 GHz
1S third term = -0.01611 meV
1S sum of two = -3.41304 meV, of three = -3.42915 meV
1S exact Schroedinger = -3.42826 meV = -828.95 GHz
1S error contact only = 7.24 %, two terms = -0.44 %
1S Dirac = -3.47511 meV, Dirac - Schroedinger = -0.04685 meV
2S prefactor = 1.72332 meV
2S F terms = -0.266667, 0.019104, -0.001022
2S F exact Schroedinger = -0.248540, Dirac = -0.252679
2S contact term = -0.45955 meV
2S 5pi/48 term = 0.03292 meV = 7.961 GHz
2S third term = -0.00176 meV
2S sum of two = -0.42663 meV, of three = -0.42839 meV
2S exact Schroedinger = -0.42831 meV = -103.57 GHz
2S error contact only = 7.29 %, two terms = -0.39 %
2S Dirac = -0.43545 meV, Dirac - Schroedinger = -0.00713 meV
PASS
```
